# Light-hole and heavy-hole masses with and without spin-orbit coupling, part 2

How do the hole masses of a zincblende valence band change when spin-orbit coupling is removed? The first half answered this at the zone centre $\Gamma$ for fixed Luttinger parameters $\gamma_1,\gamma_2$. This half asks which band becomes light, and where the result fails.

Energies are electron energies, and the energy of a hole is its depth below the band top. With $k$ measured from $\Gamma$, $e=ck^2$, where $c=\hbar^2/2m_0=0.0381\ \mathrm{eV\,nm^2}$. The inverse mass $w=m_0/m$ is defined by $E(k)-E(0)=-w\,e$ at small $k$.

The valence orbitals $X,Y,Z$ transform like $x,y,z$. For $\mathbf k$ along [001], $X$ and $Y$ have energy $Me$ and $Z$ has energy $Le$, with

$$
M=-(\gamma_1-2\gamma_2),\qquad L=-(\gamma_1+4\gamma_2). \tag{4}
$$

Without spin-orbit coupling there are no terms linear in $k$ (section 3). The momentum component $p_z$ couples the s-like conduction state $S$ to $Z$ only.

Spin-orbit coupling adds $(\Delta/3)\,\boldsymbol\ell\cdot\boldsymbol\sigma$, with $\boldsymbol\ell$ the $\ell=1$ matrices and $\boldsymbol\sigma$ the Pauli matrices. With $\mathbf J=\boldsymbol\ell+\boldsymbol\sigma/2$, the $J=\tfrac32$ states rise by $\Delta/3$ and the $J=\tfrac12$ states fall by $2\Delta/3$. Let $P_+=-(X+iY)/\sqrt2$. The heavy hole is $P_+\!\uparrow$. In the order $P_+\!\downarrow,\ Z\!\uparrow$,

$$
\boldsymbol\ell\cdot\boldsymbol\sigma=\begin{pmatrix}-1&\sqrt2\\ \sqrt2&0\end{pmatrix}. \tag{2}
$$

The light hole is two thirds $Z$ and the split-off state one third $Z$. At small $e$,

$$
\begin{aligned}
\text{heavy:}&\quad E-E(0)=M\,e,\\
\text{light:}&\quad E-E(0)=\tfrac13(M+2L)\,e,\\
\text{split-off:}&\quad E-E(0)=\tfrac13(2M+L)\,e .
\end{aligned}\tag{3}
$$

The inverse masses are thus $\gamma_1-2\gamma_2$, $\gamma_1+2\gamma_2$ and $\gamma_1$. Without coupling they are $\gamma_1-2\gamma_2$ twice and $\gamma_1+4\gamma_2$ once. Along [111], $\gamma_3$ replaces $\gamma_2$.

The example, with rough CdTe values, has $\gamma_1=5$, $\gamma_2=1.6$, $\gamma_3=1.9$ and $\Delta=0.9$ eV. Along [001] the inverse masses are 1.8, 8.2 and 5 with coupling, and 1.8, 1.8 and 11.4 without.

### 10. The bands at finite wave number

It is tempting to picture one band whose inverse mass grows smoothly from 8.2 to 11.4 as $\Delta$ is reduced. The bands do something else, as the full solution shows.

The states $P_+\!\downarrow$ and $Z\!\uparrow$ form a closed pair for $\mathbf k$ along $z$. Add the orbital energies $Me,Le$ to $\Delta/3$ times the matrix (2), and subtract $\Delta/3$ so that energy is measured from the $J=\tfrac32$ edge:

$$
\begin{pmatrix}Me-\tfrac23\Delta&\tfrac{\sqrt2}{3}\Delta\\[2pt] \tfrac{\sqrt2}{3}\Delta&Le-\tfrac13\Delta\end{pmatrix}.
$$

Half the trace is $\tfrac12(L+M)e-\tfrac12\Delta=-(\gamma_1+\gamma_2)e-\tfrac12\Delta$. The difference of the diagonal elements, second minus first, is $(L-M)e+\tfrac13\Delta=\tfrac13\Delta-6\gamma_2e$. The eigenvalues of a symmetric two-by-two matrix are half the trace, plus or minus half the root of (difference)$^2$ + 4(coupling)$^2$. Here

$$
\left(\tfrac13\Delta-6\gamma_2e\right)^2+\tfrac89\Delta^2=\Delta^2-4\Delta\gamma_2e+36\gamma_2^2e^2 ,
$$

and hence

$$
E_\pm=-\frac{\Delta}{2}-(\gamma_1+\gamma_2)e\pm\frac12\sqrt{\Delta^2-4\Delta\gamma_2e+36\gamma_2^2e^2}. \tag{5}
$$

The upper sign is the light-hole band and the lower sign is the split-off band. The heavy-hole band is $E=Me$ at every $k$ along [001] within this model.

**Small $e$.** Put $x=\gamma_2e/\Delta$. To second order in $x$,

$$
\sqrt{1-4x+36x^2}\simeq1+\tfrac12(-4x+36x^2)-\tfrac18(4x)^2=1-2x+16x^2 ,
$$

so that

$$
E_+\simeq-(\gamma_1+2\gamma_2)e+\frac{8\gamma_2^2e^2}{\Delta}. \tag{6}
$$

The first term is the light-hole mass found before. The second is the repulsion between the light-hole and split-off bands, which pushes the upper one up.

**Large $e$.** For $x\gg1$ the root in (5) tends to $6\gamma_2e-\tfrac13\Delta$, and

$$
E_+\to-(\gamma_1-2\gamma_2)e-\tfrac23\Delta,\qquad
E_-\to-(\gamma_1+4\gamma_2)e-\tfrac13\Delta .
$$

The light-hole band ends up with the heavy inverse mass. The split-off band acquires the value $\gamma_1+4\gamma_2$.

### 11. The order of the limits

At fixed $\Delta>0$, letting $k\to0$ gives $\gamma_1+2\gamma_2$ for the upper band of the pair, however small $\Delta$ is. At fixed $k>0$, letting $\Delta\to0$ makes $x$ large. The upper band then gets $\gamma_1-2\gamma_2$ and the lower one $\gamma_1+4\gamma_2$. The two limits do not commute.

A test at $k=0.3\ \mathrm{nm^{-1}}$ with $\Delta=10^{-7}$ eV shows the exchange. There the inverse mass, taken from the energy difference between $k$ and $\Gamma$, is 1.800 for the former light-hole band and 11.400 for the former split-off band.

The statement that the light-hole inverse mass changes from $\gamma_1+2\gamma_2$ to $\gamma_1+4\gamma_2$ is therefore true if "light hole" names the lightest branch below the common band top. It is false if the name follows one band continuously as $\Delta$ shrinks at fixed $k$.

The scale of the crossover follows from the slope of (5). The light-hole slope against $e$ runs from $-(\gamma_1+2\gamma_2)$ to $-(\gamma_1-2\gamma_2)$ and is halfway when it equals $-\gamma_1$. Since the first part of (5) contributes $-(\gamma_1+\gamma_2)$, the root term must contribute $\gamma_2$:

$$
\frac12\,\frac{-4\Delta\gamma_2+72\gamma_2^2e}{2\sqrt{\Delta^2-4\Delta\gamma_2e+36\gamma_2^2e^2}}=\gamma_2
\quad\Longrightarrow\quad
18x-1=\sqrt{1-4x+36x^2}.
$$

Squaring gives $324x^2-36x=36x^2-4x$, or $288x^2=32x$. The solution $x=0$ fails the equation before squaring, because its left side would be $-1$. The other solution is $x=\tfrac19$, where both sides equal 1. Thus

$$
e_{1/2}=\frac{\Delta}{9\gamma_2},\qquad E_+=-(\gamma_1+\gamma_2)\,e_{1/2},
$$

the energy following because the root in (5) equals $\Delta$ there and cancels $-\Delta/2$. As $\Delta\to0$, the region in which the light hole has inverse mass $\gamma_1+2\gamma_2$ shrinks to the point $k=0$.

In the example $e_{1/2}=0.9/(9\times1.6)=0.0625$ eV. This corresponds to $k=\sqrt{0.0625/0.0381}=1.28\ \mathrm{nm^{-1}}$ and a hole energy of $6.6\times0.0625=0.41$ eV. This point lies at the edge of the model's validity or beyond it. The coupling of $Z$ to the conduction band, introduced in section 13, is there about $\sqrt{0.0381\times20}\times1.28\approx1.1$ eV, which is not small against a gap of 1.5 eV. With the conduction band included explicitly, the light-hole slope reaches $-\gamma_1$ already at $k\approx1.0\ \mathrm{nm^{-1}}$ and a hole energy of about 0.25 eV. The exact figures depend on the curvature the conduction state has apart from this coupling. The free-electron curvature, which implies an electron mass of $0.079\,m_0$, gives $0.97\ \mathrm{nm^{-1}}$ and 0.23 eV. A curvature that makes the electron mass $0.096\,m_0$ gives $1.07\ \mathrm{nm^{-1}}$ and 0.28 eV.

At thermal energies the band is much closer to a parabola. At 300 K, $k_BT=25.9$ meV, and a light hole of this energy has $e\approx25.9/8.2=3.2$ meV. By (6) its energy is below the parabolic value by the fraction

$$
\frac{8\gamma_2^2e}{\Delta(\gamma_1+2\gamma_2)}=\frac{8\times2.56\times0.0032}{0.9\times8.2}\approx0.9\,\% .
$$

Formula (5) gives 0.88 %, relative to $k_BT$. This counts the repulsion from the split-off band alone. The finite gap to the conduction band contributes more than this. With that band included explicitly, as in section 13, the total is about 2.8 % for the first of the two conduction curvatures above and 2.4 % for the second.

### 12. A test on a crystal without Luttinger parameters

The result predicts the masses with weak spin-orbit coupling from those without it. Call the spinless inverse masses $A=-M$ (heavy) and $B=-L$ (light). From (3),

$$
w_{lh}=\frac{A+2B}{3},\qquad w_{so}=\frac{2A+B}{3}. \tag{7}
$$

A nearest-neighbour tight-binding crystal provides an independent case, since the Luttinger parameters are not among its inputs. Each atom of a zincblende lattice with constant 0.65 nm carries one s and three p orbitals. The level energies are $-10$ and $0$ eV on the anion and $-1$ and $5$ eV on the cation. The hopping energies are $-1.2$ eV ($ss\sigma$), $2.0$ eV ($sp\sigma$, both ways), $2.8$ eV ($pp\sigma$) and $-0.7$ eV ($pp\pi$). These are round values and represent no particular material.

Without spin-orbit coupling, the band energies at $k=0.001\ \mathrm{nm^{-1}}$ give $A=2.032$ and $B=8.236$. Hence $\gamma_2=(B-A)/6=1.034$ and $\gamma_1=A+2\gamma_2=4.100$. A splitting of 2 meV, equal on both atoms, is then added. The predicted light-hole value is $\gamma_1+2\gamma_2=6.168$, and the computed one is 6.170. For the split-off band the prediction is 4.100 and the computed value 4.097. Both agree to better than 0.1 % of the value.

### 13. Switching off the coupling in the crystal itself

So far $\gamma_1$ and $\gamma_2$ were held fixed. In a crystal they contain energy denominators, and spin-orbit coupling shifts the levels in those denominators. The nearest band matters most in this example. It is the s-like conduction band, at $E_g=1.5$ eV above the $J=\tfrac32$ edge. Its coupling is measured by

$$
E_p=\frac{2}{m_0}\,|\langle S|p_z|Z\rangle|^2\approx20\ \mathrm{eV}.
$$

In energy units the coupling element is $\sqrt{cE_p}\,k$, because $(\hbar k/m_0)^2|\langle S|p_z|Z\rangle|^2=E_p\,\hbar^2k^2/2m_0$. Second-order perturbation theory then adds $E_p/(\text{gap})$ to the inverse mass of a pure $Z$ state.

With spin-orbit coupling the light hole is two thirds $Z$ and receives $\tfrac23E_p/E_g$. The Luttinger parameters of the actual crystal already include this. The heavy hole receives nothing from this band. Since $\gamma_1+4\gamma_2=\tfrac12\left[3(\gamma_1+2\gamma_2)-(\gamma_1-2\gamma_2)\right]$, the fixed-parameter value contains $\tfrac32\times\tfrac23E_p/E_g$, which is the full $E_p/E_g$.

When the coupling is removed, the valence level returns from $+\Delta/3$ to 0. If the crystal potential is otherwise unchanged, so that the conduction level stays put, the gap widens to $E_g+\Delta/3=1.8$ eV. The light inverse mass becomes

$$
w=\gamma_1+4\gamma_2-\frac{E_p}{E_g}+\frac{E_p}{E_g+\Delta/3}=11.4-13.3+11.1=9.2 . \tag{8}
$$

The mass is $0.11\,m_0$ instead of $0.088\,m_0$. The inverse mass rises from 8.2 by about 1.0, where fixed parameters gave a rise of 3.2. Most of the predicted change is cancelled by the wider gap. What remains is a difference of two larger numbers and is sensitive to the inputs. With $\gamma_2=1.67$, $E_p=18.8$ eV and $E_g=1.6$ eV the rise is 1.5 out of 3.3, and with $\gamma_2=1.09$, $E_p=20$ eV and $E_g=1.6$ eV it is 0.2 out of 2.2.

The condition for the simple result follows from (8): the loss through the gap must be small against the gain $2\gamma_2$,

$$
\frac{E_p\,\Delta/3}{E_g(E_g+\Delta/3)}\ll2\gamma_2 .
$$

In the example the left side is $20\times0.3/(1.5\times1.8)=2.2$ and the right side is 3.2, so the condition is not met. Requiring $\Delta/3\ll E_g$ alone would be too lenient here, because $E_p/E_g=13.3$ is about four times $2\gamma_2$.

The split-off band shows a similar effect with the coupling present. Its edge lies $E_g+\Delta=2.4$ eV below the conduction band, and it is one third $Z$. Its inverse mass is

$$
\gamma_1-\frac{E_p}{3E_g}+\frac{E_p}{3(E_g+\Delta)}=5-4.44+2.78\approx3.3
$$

rather than 5. Diagonalizing an eight-band matrix that contains the conduction band explicitly gives 9.178 and 3.333 for these two cases, in agreement with the formulas. It leaves the heavy value at 1.8, since $S$ does not couple to the transverse orbitals for this direction. Changes in the gaps to the more distant bands, some of which do couple to them, are left out. These gaps change because spin-orbit coupling shifts both the valence level and the distant bands, and the heavy mass then changes too. In the tight-binding crystal of section 12, a splitting of 0.9 eV on both atoms moves the heavy inverse mass from 2.03 to 2.30, and the two kinds of shift contribute about equally. The size of the change depends on how the coupling is shared between the atoms: with the anion alone carrying it, at the same splitting of the valence edge, the value is 2.12. Spin-orbit mixing between the valence and distant bands, which is absent for equal atoms, then plays a part as well.

### 14. A linear term very close to the zone centre

Zincblende has no inversion centre. Section 3 showed that terms linear in $k$ vanish without spin-orbit coupling. With it, one such term survives along [001].

The twofold rotation about $z$ multiplies a state by $e^{-i\pi J_z}$. It allows coupling between states whose $J_z$ differ by 0 or 2, so $\tfrac32$ may couple to $-\tfrac12$, and $\tfrac12$ to $-\tfrac32$. A diagonal term linear in $k$ would have to change sign with $J_z$, by time reversal. The mirror exchanging $x$ and $y$ reverses $J_z$ and keeps $k_z$, so it forbids such a term. What remains is a coupling of strength $Ck$ between a heavy and a light state:

$$
\begin{pmatrix}-(\gamma_1-2\gamma_2)e&Ck\\ Ck&-(\gamma_1+2\gamma_2)e\end{pmatrix}
\;\Longrightarrow\;
E=-\gamma_1e\pm\sqrt{4\gamma_2^2e^2+C^2k^2}.
$$

The phase of $C$ has been absorbed into the states. The linear part dominates the splitting of the two levels below $k=C/(2\gamma_2c)$, where the two terms under the root are equal. With the rough value $C=2$ meV nm this is $0.002/(3.2\times0.0381)=0.016\ \mathrm{nm^{-1}}$, and $Ck$ is there 0.03 meV, about 800 times less than $k_BT$ at 300 K. Strictly, the quadratic masses with coupling belong to wave numbers well above this value and well below the crossover of section 11.

### 15. Lattice polarization

CdTe is polar, and a moving hole drags a lattice polarization with it. A simple parabolic band of mass $m$ shows how the effect arises. Let $\hbar\omega$ be the energy of the longitudinal optical phonon, and let $\epsilon_\infty$ and $\epsilon_s$ be the relative permittivities without and with the lattice response.

The coupling $V_q$ to a phonon of wave vector $\mathbf q$ in a volume $\Omega$ follows from a static requirement. Phonon exchange between two fixed charges, with energy $-2|V_q|^2/\hbar\omega$ per Fourier component, must reduce their Coulomb energy from its $1/\epsilon_\infty$ to its $1/\epsilon_s$ value:

$$
|V_q|^2=\frac{\hbar\omega}{2}\,\frac{e_0^2}{\varepsilon_0\Omega q^2}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right).
$$

Here $e_0$ is the elementary charge and $\varepsilon_0$ the vacuum permittivity. Measure lengths in $r=\sqrt{\hbar/2m\omega}$, and put $Q=qr$, $P=kr$. With

$$
\alpha=\frac{e_0^2}{8\pi\varepsilon_0r\hbar\omega}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right)
=\sqrt{\frac{R}{\hbar\omega}\frac{m}{m_0}}\left(\frac1{\epsilon_\infty}-\frac1{\epsilon_s}\right),
$$

where $R=13.6$ eV is the Rydberg energy, the second-order shift of the hole energy is

$$
\frac{\delta E}{\hbar\omega}=-\frac{\alpha}{2\pi^2}\int\frac{d^3Q}{Q^2\,(1+Q^2-2\mathbf P\cdot\mathbf Q)} .
$$

Expand to order $P^2$. The linear term averages to zero over angles, and $(2\mathbf P\cdot\mathbf Q)^2$ averages to $4P^2Q^2/3$. With $\int_0^\infty dQ/(1+Q^2)=\pi/2$ and $\int_0^\infty Q^2dQ/(1+Q^2)^3=\pi/16$,

$$
\frac{\delta E}{\hbar\omega}=-\frac{2\alpha}{\pi}\left[\frac\pi2+\frac{4P^2}{3}\frac{\pi}{16}\right]=-\alpha\left(1+\frac{P^2}{6}\right).
$$

The bare kinetic energy is $\hbar\omega P^2$, so the mass rises by the fraction $\alpha/6$ at weak coupling. With $\epsilon_\infty=7$, $\epsilon_s=10$ and $\hbar\omega=21$ meV, this one-band formula gives a rise of about 14 % for the heavy mass and 6 % for the light mass with spin-orbit coupling. Real holes belong to coupled bands, and for the light hole this matters: a phonon can carry it virtually into heavy-hole states, which lie closer in energy. With all four $J=\tfrac32$ bands as intermediate states, the same second-order shift gives about 16 % for the heavy mass and 18 % for the light one along [001]. The one-band formula is thus fair for the heavy hole and about three times too small for the light hole.

These rises apply when both the hole energy and $k_BT$ are well below $\hbar\omega$, since the derivation assumes that no phonons are present beforehand. At 300 K $k_BT$ is larger than $\hbar\omega$, and a thermal hole can emit as well as absorb phonons. For holes of energy $k_BT$ moving along [001], a golden-rule estimate with all four $J=\tfrac32$ bands as final states gives level widths of roughly 40 meV for the heavy hole and 80 meV for the light one, which scatters mostly into heavy-hole states. Widths as large as $k_BT$ strain the golden rule itself, so these figures show only the size of the effect. The mass then describes the underlying band rather than a sharp level.

### 16. The model beside CdTe

The band parameters, permittivities and phonon energy used here are rough typical values for CdTe, and none is meant to be far from the usual range. With them the model gives $0.56\,m_0$ and $0.12\,m_0$ for the [001] heavy and light holes. Spin-orbit coupling cannot be removed from a sample, but it can be left out of a band-structure calculation, and there the comparison has practical use. CdTe clearly breaks the assumption of fixed Luttinger parameters. With the inputs used here, giving it up moves the light mass without coupling from $0.088\,m_0$ to about $0.11\,m_0$. The size of this move depends on the parameter set, as section 13 shows. The same fault affects rule (7). Fed with the spinless values 1.8 and 9.2, it returns $(1.8+18.4)/3=6.7$ for the light hole, 18 % below the value 8.2 that holds with coupling. For a material like this, light-hole masses call for a calculation that includes spin-orbit coupling. Rule (7) is adequate when the condition in section 13 is met, the gaps to the more distant bands also change little, and spin-orbit mixing of the valence states with other bands is weak. The main values are in the numerical output below.

## Computed values

```
Rough CdTe inputs
gamma1: 5.0
gamma2: 1.6
gamma3: 1.9
splitting Delta: 0.9 eV
gap Eg: 1.5 eV
Kane energy Ep: 20 eV
linear-k strength C: 2.0 meV nm
high-frequency permittivity: 7
static permittivity: 10
LO phonon energy: 21 meV
hbar^2/(2 m0): 0.03810 eV nm^2
[001] inverse masses m0/m, six-band diagonalization
on, heavy: 1.800
on, light: 8.200
on, split-off: 5.000
off, heavy (two branches): 1.800
off, light: 11.400
heavy mass, on and off: 0.556 m0
light mass, on: 0.122 m0
light mass, off: 0.088 m0
Delta = 1e-7 eV at fixed k = 0.3 1/nm
former light-hole band, m0/m: 1.800
former split-off band, m0/m: 11.400
Light-hole band at Delta = 0.9 eV
halfway point, c k^2: 0.0625 eV
halfway point, k: 1.281 1/nm
halfway point, hole energy: 0.4125 eV
halfway point, slope m0/m: 5.000
kT at 300 K: 25.85 meV
energy lowering at kT: 0.88 %
Tight-binding crystal, m0/m
off, heavy: 2.032
off, light: 8.236
gamma1 from these: 4.100
gamma2 from these: 1.034
weak splitting used: 2.0 meV
on, light: predicted: 6.168
on, light: computed: 6.170
on, split-off: computed: 4.097
Neglected effects
finite gap: off, light m0/m: 9.178
finite gap: off, light mass: 0.109 m0
finite gap: on, split-off m0/m: 3.333
linear-k crossover k: 0.0164 1/nm
linear-k energy there: 0.0328 meV
[111] heavy m0/m, on and off: 1.200
[111] light m0/m, on: 8.800
[111] light m0/m, off: 12.600
phonon mass rise, heavy: 13.6 %
phonon mass rise, light on: 6.3 %
```
